When a High-Permittivity Blocking Layer Reduces Gate Back-Injection

**Doubling the permittivity**

Take a metal gate on an insulating layer, with the gate negative, so that electrons are pulled from the metal into the layer. At the metal surface an electron at the Fermi level meets a barrier of height φ. The field F lowers the barrier linearly with depth, and the electron emerges into the conduction band after a distance φ/(qF), where q > 0 is the elementary charge.

Now double the relative permittivity κ while holding the electric displacement D = κε₀F fixed. The field halves, so the tunnelling distance doubles. At any given fraction of this distance the barrier height is the same as before, and so is the decay rate of the wavefunction if the electron's effective mass is unchanged. The tunnelling exponent therefore doubles. This is the benefit of a high-permittivity blocking layer.

Suppose that the new layer also has a smaller φ. The distance shrinks in proportion to φ and the decay constant in proportion to √φ, so the exponent falls as φ^(3/2). The doubling is cancelled when 2(φ_new/φ_old)^(3/2) = 1, that is, when φ_new = 0.63 φ_old. Losing 37% of the offset undoes a twofold gain in permittivity. The lower field is real in both cases, but it suppresses injection only if enough offset survives.

**What continuity fixes**

In a charge-trap memory the gate is followed by a blocking layer, a trapping layer, a tunnel layer and the substrate. During erase the gate is negative and holes enter from the substrate to remove stored electrons. Electrons injected from the gate replenish them; this is back-injection.

Let V be the magnitude of the voltage across the insulating stack. Let D_b and D_t be the displacements in the blocking and tunnel layers, counted positive from substrate towards gate. The stored charge is a sheet of N electrons per area in the middle of the trapping layer. With x running from gate to substrate, the x component of the displacement is −D_b before the sheet and −D_t after it. Gauss's law gives −D_t + D_b = −qN, or

D_t = D_b + qN.

Displacement is therefore continuous across an uncharged interface, but not across the stored charge. Let A_b be the sum of thickness over permittivity between gate and sheet, A_t the same sum between sheet and substrate, and A = A_b + A_t. The voltage drops add up to

V = D_b A_b + D_t A_t = D_b A + qN A_t,

so that

D_b = (V − qN A_t)/A,  F_b = D_b/(κε₀).

Two comparisons between blocking materials must be kept apart. If the thickness t_b grows in proportion to κ, the ratio t_b/(κε₀) is unchanged. Then A and D_b are unchanged, and the field falls by the full permittivity ratio. The voltage across the layer, F_b t_b, stays the same; it is spread over a longer distance. This is the comparison at equal equivalent thickness.

If the physical thickness is kept instead, A falls and D_b rises. For N = 0, with A_r the contribution of the trapping and tunnel layers to A,

F_b = V/[κε₀(t_b/(κε₀) + A_r)] = V/(t_b + κε₀A_r).

The field still decreases with κ, but less than as 1/κ. The larger displacement also raises the field in the tunnel layer, which speeds up hole injection.

**The exponent**

Assume a uniform layer with one effective mass m, no image force and no defects. Treat φ as an energy. At the Fermi level the barrier is φ − qFx, and the local decay constant is √(2m(φ − qFx))/ħ. The semiclassical transmission is e^(−S), where S is twice the integral of the decay constant up to the exit point φ/(qF). Substituting y = φ − qFx, dx = −dy/(qF),

S = [2√(2m)/(ħqF)] ∫₀^φ √y dy = 4√(2m) φ^(3/2)/(3ħqF).

Inserting F = D_b/(κε₀) gives

S = [4√2 ε₀/(3ħq)] M/D_b,  M = κ√m φ^(3/2).

The combination M is the strength of the layer at given displacement. Permittivity enters to the first power, offset to the power 3/2 and mass to the power 1/2. Equating M to that of a reference layer gives the break-even offset

φ* = φ_ref (κ_ref/κ)^(2/3) (m_ref/m)^(1/3).

Above φ* the new layer has the larger exponent; below it, the smaller.

This requires the electron to emerge inside the blocking layer, qV_b > φ with V_b = F_b t_b. If the layer is too thin or the voltage too small, the integral over y stops at φ − qV_b, and the layer contributes

S = [4√(2m)/(3ħqF)] [φ^(3/2) − (φ − qV_b)^(3/2)].

For qV_b much smaller than φ, the bracket is approximately (3/2)√φ qFt_b, so

S ≈ 2√(2mφ) t_b/ħ.

The field has dropped out. At equal physical thickness a higher permittivity then gives no gain in this leading term. At equal equivalent thickness t_b ∝ κ, and the strength becomes κ√(mφ). The benefit comes from added thickness, and an offset loss costs only the power 1/2. The power 3/2 thus belongs to the high-voltage regime, in which erase is treated here.

**From exponent to current**

Let E be an electron's energy measured from the Fermi level, and k its wavevector parallel to the layers. If k is conserved, lateral motion in the insulator takes up the energy w = ħ²k²/(2m). The barrier for normal motion is then φ + W − qFx, with W = w − E. Replacing φ by φ + W in the exponent,

S(W) = S(1 + W/φ)^(3/2) ≈ S + W/d,  d = 2φ/(3S) = ħqF/[2√(2mφ)].

The energy d is the range over which the transmission changes by a factor e.

For each k, the normal velocity times the density of normal states gives a rate dE/h per energy interval. With two spins and filled states at E < 0, at zero temperature,

J = (2q/h) ∫ dE ∫ d²k/(2π)² e^(−S(W)).

Since d²k/(2π)² becomes k dk/(2π) = m dw/(2πħ²), and since the integrals over −E and w each give d,

J = (2q/h) [m/(2πħ²)] d² e^(−S) = q m d² e^(−S)/(πhħ²).

Inserting d² = ħ²q²F²/(8mφ),

J = [q³F²/(8πhφ)] e^(−S).

The mass cancels from the prefactor, because the lateral energy is counted with the insulator mass. The form often used for metal–oxide injection counts it with the free-electron mass and carries an extra factor m₀/m; this leaves the exponent unchanged. The integration limits may be extended to infinity if the metal's band is much deeper than d and it supplies the required lateral states.

The next term in S(W) is 3SW²/(8φ²). The pairs (−E, w) with a given positive sum W have weight W dW, so the mean of W² is 6d⁴/d² = 6d². The relative correction to J is therefore

−[3S/(8φ²)] 6d² = −[9S/(4φ²)] [4φ²/(9S²)] = −1/S.

At temperature T the condition w ≥ 0 means E ≥ −W. The weight W is replaced by

∫ from −W to ∞ of dE/(1 + e^(E/k_BT)) = k_BT ln(1 + e^(W/k_BT)),

and W may now be negative, for electrons above the Fermi level. Their number falls as e^(−E/k_BT), while their transmission grows approximately as e^(E/d). Heat therefore matters more when d is closer to k_BT. The 300 K currents below use this weight for electrons below the barrier top; emission over the top is left out.

Reflection at the metal surface supplies one more factor. Let γ = √(2mφ)/ħ be the decay constant at the surface and k_e the metal wavevector, with mass m_e. For an incident amplitude a, a reflected amplitude b and a barrier amplitude B, matching the wave and its slope divided by mass gives

a + b = B,  ik_e(a − b)/m_e = −γB/m.

Hence a = (B/2)(1 + ir), with r = γm_e/(k_e m) = √(φm_e/(E_F m)), where E_F is the metal's Fermi energy. In the semiclassical connection to the outgoing wave, the transmitted flux is (ħγ/m)|B|²e^(−S). Dividing by the incident flux ħk_e|a|²/m_e gives

transmission = [4r/(1 + r²)] e^(−S).

The factor is at most 2, because (r − 1)² ≥ 0. For a metal with E_F = 5 eV and m_e equal to the free-electron mass, exact solutions for the linear barrier give 1.97, 1.99 and 2.01 for the three layers below; the slight excess over 2 in the last is possible because the semiclassical factor has corrections of order 1/S. Such nearly equal factors hardly affect comparisons, and the currents quoted here omit them.

**Two replacements**

Choose round parameters, not meant to represent particular materials. The reference has κ = 4, φ = 3 eV and m = 0.4 m₀, with m₀ the free-electron mass. Layer A has κ = 10, φ = 2.5 eV and the same mass. Layer B has κ = 20, φ = 1 eV and m = 0.2 m₀. The trapping layer is 6 nm thick with κ = 8, and the tunnel layer is 5 nm thick with κ = 4. The reference blocking layer is 6 nm thick; at equal equivalent thickness A is 15 nm and B 30 nm.

Expressed as thicknesses of κ = 4 material, the stack measures 6 + 3 + 5 = 14 nm. With V = 16.8 V and no stored charge, the reference field is 16.8/14 = 1.20 V/nm. The fields in A and B are 1.20 × 4/10 = 0.48 V/nm and 1.20 × 4/20 = 0.24 V/nm. Each layer drops 7.2 V, enough for a triangular barrier.

The exponent ratios separate into permittivity, offset and mass:

A: S/S_ref = 2.5 × 0.761 × 1 = 1.90
B: S/S_ref = 5 × 0.192 × 0.707 = 0.68

With S_ref = 18.7, the exponents are 35.6 for A and 12.7 for B. Layer B has the lowest field and the weakest barrier. Its tunnelling distance, 4.2 nm, exceeds the reference value of 2.5 nm, but the wave decays much more slowly along it.

The change in current follows from the closed formula:

log₁₀(J/J_ref) = 2 log₁₀(F/F_ref) − log₁₀(φ/φ_ref) − (S − S_ref)/ln 10.

For A this is −0.80 + 0.08 − 7.33 ≈ −8.0. For B it is −1.40 + 0.48 + 2.60 ≈ +1.7. At 300 K the changes are −7.8 and +1.8 decades. A suppresses back-injection strongly; B increases it more than sixtyfold.

The competing loss can also be followed by changing one property at a time, first κ, then φ, then m. For A, permittivity contributes −13.0 decades and the smaller offset returns 4.9. For B, permittivity contributes −33.9 decades, the offset returns 33.3 and the mass another 2.3. These shares depend on the order, because the three factors multiply within the exponent; the sum does not. The logarithm of S/S_ref does split independently of order.

The cost of a further small loss of offset follows from

d(ln J)/dφ = −1/φ − 3S/(2φ).

For A this is −0.4 − 21.3 = −21.7 per eV, so losing 0.1 eV should multiply the current by about e^2.17 = 8.8. The full formula gives 8.6, slightly less because φ^(3/2) is curved. For B the factor is 7.1. Since φ is measured from the gate's Fermi level, a gate with a larger work function recovers offset at the same rate, if nothing else at the interface changes and the voltage V across the stack is held fixed. At fixed applied voltage, the larger work function also raises V during erase, which takes back a small part of the gain.

**Where the balance tips**

The break-even offset for A's permittivity and mass is

φ* = 3 eV × (4/10)^(2/3) = 1.63 eV.

For those of B it is 3 eV × (4/20)^(2/3) × 2^(1/3) = 1.29 eV. A's offset of 2.5 eV lies well above its threshold, and B's 1 eV lies below.

Equal exponents do not mean equal currents. At φ* the prefactor F²/φ, relative to the reference, is 0.4² × 3/1.63 = 0.29 for A's permittivity and 0.2² × 3/1.29 = 0.09 for B's. This favours the high-permittivity layer and lowers the required offset. Heat acts the other way: at equal S, d is proportional to φ, so the layer with the smaller offset gains more thermal current. With both effects included, equality of the 300 K currents occurs at 1.57 eV and 1.21 eV.

At an equal physical thickness of 6 nm, the earlier field formula gives

A: F_b = 16.8/(6 + 10 × 2) = 0.65 V/nm
B: F_b = 16.8/(6 + 20 × 2) = 0.37 V/nm

where 2 nm = ε₀A_r = 6/8 + 5/4 nm. The smaller field reduction weakens the gain: at zero temperature A lowers the current by 3.8 decades instead of 8.0, and B raises it by 3.9 instead of 1.7. At the same voltage the tunnel-layer field rises from 1.2 V/nm to 1.6 V/nm with A and 1.8 V/nm with B, more than a real oxide sustains.

**What back-injection does to erase**

As stored electrons are removed, N falls, D_t falls and D_b rises. Hole injection weakens while gate injection grows. Assume that both carriers are fully captured and that captured holes cancel electrons. Then

d(qN)/dt = J_gate(D_b) − J_hole(D_t).

The right side decreases as N increases, so the state of balance is unique and stable. Treat hole injection as tunnelling through a triangular barrier too, with height φ_h = 4 eV and mass 0.4 m₀, and give the tunnel layer the strength M_t = κ_t√m_h φ_h^(3/2). Equating exponents gives M_b/D_b = M_t/D_t, hence

D_b/D_t ≈ M_b/M_t.

This decides the residual charge, because qN = D_t − D_b. To exponential accuracy, a blocking layer stronger than the tunnel layer lets erase pass neutrality and store net positive charge. A weaker one leaves electrons behind.

Write ρ = D_b/D_t. From V = D_bA_b + D_tA_t,

D_t = V/(ρA_b + A_t),  qN = (1 − ρ)V/(ρA_b + A_t).

To find the flat-band shift, set the field next to the substrate to zero. The field lines that end on the trapped electrons then all start on the gate, which must be positive by

ΔV = qN A_b.

In κ = 4 equivalent thickness, A_b corresponds to 6 + 1.5 = 7.5 nm and A_t to 1.5 + 5 = 6.5 nm. The balance including prefactors, evaluated with the zero-temperature formula, gives ρ = 0.664 for the reference. Therefore

ΔV = 0.336 × 16.8 V × 7.5/(0.664 × 7.5 + 6.5) = 3.7 V,

which corresponds to 10.9 × 10¹² electrons per cm². For A, ρ = 1.27 and the shift is −2.1 V: the stack can be erased past neutrality. For B, ρ = 0.52 and the shift is +5.8 V, with 17.2 × 10¹² electrons per cm² remaining. If a cell with layer B starts with fewer electrons than this, the intended erase pulse adds electrons, provided traps are available.

The exponent law alone predicts ρ = 0.65, 1.24 and 0.44. The largest discrepancy is for B. Dividing the definitions of the two exponents gives

ρ = (M_b/M_t)(S_hole/S_gate).

B's low field makes its gate prefactor small, so equal currents require S_gate to be smaller than S_hole, which raises ρ. When both exponents are multiplied by 100 with the prefactors kept, the balance agrees with the exponent law to within 1% for all three layers. Integrating the charge equation in time also reaches the calculated balance.

These are long-time limits of the model, and a short pulse need not reach them. Starting from a shift of +5 V, the reference and B settle within a millisecond, whereas A is still at +0.3 V after 10 ms and needs seconds to reach −2.1 V. The fields are also high: the κ = 4 layers carry 1.2 V/nm in the neutral stack, and the tunnel layer carries 1.05 to 1.6 V/nm at balance, whereas silicon dioxide typically breaks down near 1 V/nm under sustained stress. The calculated balances therefore illustrate the competition between the two currents; they do not predict the state of a real cell. Incomplete capture changes the balance. So does the hole supply: the current formula assumes an emitter band much deeper than d, but for the holes d is about 0.1 eV, comparable to the filled depth of an accumulation layer. With a filled depth of 0.1 eV and a lateral mass of 0.5 m₀ in the substrate, the shifts become about +4.2, −1.9 and +6.4 V; the signs and the order remain. Conduction through defects can dominate when the calculated tunnelling current is as small as A's, about 10⁻⁴ A/m² at zero stored charge; the eight-decade improvement therefore concerns tunnelling through an ideal layer. The omitted image force lowers every barrier, but it does not rescue B. With the layer permittivities above used in the image potential, it multiplies the 300 K current at zero stored charge by about 1.5 for B and 3.9 for the reference. B's disadvantage shrinks but remains about twenty-five-fold. The size depends on the permittivities chosen for the image potential, for which optical values are often more appropriate: 2.1 for the reference and 4 to 5 for B give 22 to 29, while 4 for both gives 80. Emission over the barrier top does not help B either, since B has the lowest barrier; at 300 K it is negligible, about 3 × 10⁻⁷ A/m² for B against a tunnelling current of 4 × 10⁵ A/m². The numerical output below lists, for each layer, the values without image force.

Values computed for the example and the checks

```
Stack voltage 16.8 V; blocking equivalent thickness 6.0 nm (kappa 4)
Trap layer 6.0 nm, kappa 8; tunnel layer 5.0 nm, kappa 4
Hole barrier 4.0 eV, hole mass 0.40 m0; metal Fermi energy 5.0 eV
Tunnel-layer hole strength M_t = 20.239 eV^1.5 m0^0.5
Neutral-stack displacement 0.04250 C/m^2
[ref] kappa 4, offset 3.00 eV, mass 0.40 m0, thickness 6.0 nm
[ref] field 1.200 V/nm, drop 7.20 V, tunnel distance 2.50 nm
[ref] M = 13.145 eV^1.5 m0^0.5, M/M_ref = 1.000, exponent S = 18.71
[ref] J(0 K formula) 5.556e+03 A/m^2, J(300 K) 5.859e+03 A/m^2, exact matching factor 1.973
[ref] saturation: D_b/D_t 0.664, exponent law M/M_t 0.650
[ref] residual electrons 10.85 x 10^12 cm^-2, flat-band shift +3.68 V
[A] kappa 10, offset 2.50 eV, mass 0.40 m0, thickness 15.0 nm
[A] field 0.480 V/nm, drop 7.20 V, tunnel distance 5.21 nm
[A] M = 25.000 eV^1.5 m0^0.5, M/M_ref = 1.902, exponent S = 35.58
[A] J(0 K formula) 5.027e-05 A/m^2, J(300 K) 8.652e-05 A/m^2, exact matching factor 1.993
[A] saturation: D_b/D_t 1.269, exponent law M/M_t 1.235
[A] residual electrons -6.24 x 10^12 cm^-2, flat-band shift -2.12 V
[A] decades of J at 0 K: kappa -12.98, offset +4.94, mass +0.00, sum -8.04
[A] decades of J at 300 K, total -7.83
[A] exponent factors: kappa 2.500, offset 0.761, mass 1.000
[A] current factor for 0.1 eV less offset, 0 K: 8.62
[A] break-even offset: equal exponents 1.629 eV, equal 300 K currents 1.573 eV
[A] same physical thickness 6.0 nm: field 0.646 V/nm, J change -3.81 decades (0 K)
[B] kappa 20, offset 1.00 eV, mass 0.20 m0, thickness 30.0 nm
[B] field 0.240 V/nm, drop 7.20 V, tunnel distance 4.17 nm
[B] M = 8.944 eV^1.5 m0^0.5, M/M_ref = 0.680, exponent S = 12.73
[B] J(0 K formula) 2.633e+05 A/m^2, J(300 K) 3.873e+05 A/m^2, exact matching factor 2.009
[B] saturation: D_b/D_t 0.518, exponent law M/M_t 0.442
[B] residual electrons 17.22 x 10^12 cm^-2, flat-band shift +5.84 V
[B] decades of J at 0 K: kappa -33.90, offset +33.28, mass +2.29, sum +1.68
[B] decades of J at 300 K, total +1.82
[B] exponent factors: kappa 5.000, offset 0.192, mass 0.707
[B] current factor for 0.1 eV less offset, 0 K: 7.14
[B] break-even offset: equal exponents 1.293 eV, equal 300 K currents 1.205 eV
[B] same physical thickness 6.0 nm: field 0.365 V/nm, J change +3.94 decades (0 K)
```
